# Why photon polarization decides the threshold law for electron-positron pairs: verification in Python

```python
"""Pair production by two photons near threshold, tree level, centre of mass.
Result under test, for linear polarizations e1, e2 and lepton speed beta:
  perpendicular: sigma = 2 pi r_e^2 beta (1 - 2 beta^2/3 + ...), leading 1S0
  parallel:      sigma = (10 pi/3) r_e^2 beta^3, leading 3P0 and 3P2
Units: hbar = c = electron mass = 1; amplitudes are divided by e^2, and
cross sections by r_e^2 (r_e = classical electron radius).
n = photon axis (z), phat = electron direction, omega = photon energy.
The spin amplitude is phi^dagger (A + B.sigma) chi: A singlet, B triplet.
"""
import numpy as np
from scipy import constants as const

I2, Z2 = np.eye(2, dtype=complex), np.zeros((2, 2), dtype=complex)
SIGMA = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
G0 = np.block([[I2, Z2], [Z2, -I2]])
GAMMA = np.array([np.block([[Z2, s], [-s, Z2]]) for s in SIGMA])
ONE = np.eye(4)
X, Y, N = np.eye(3)


def slash(energy, vector):
    return energy * G0 - np.tensordot(vector, GAMMA, axes=1)


def diagrams(beta, phat, e1, e2):
    """The two Feynman diagrams as 4x4 matrices between ubar and v."""
    omega = 1 / np.sqrt(1 - beta**2)
    p = beta * omega * phat
    result = []
    for first, second, k in ((e1, e2, omega * N), (e2, e1, -omega * N)):
        q0, q = 0.0, p - k
        propagator = (slash(q0, q) + ONE) / (q0**2 - q @ q - 1)
        result.append(slash(0, first) @ propagator @ slash(0, second))
    return result


def rest_spinors(beta, phat):
    """Columns u(p), v(-p), boosted from rest with Dirac projectors."""
    omega = 1 / np.sqrt(1 - beta**2)
    p = beta * omega * phat
    u = (slash(omega, p) + ONE)[:, :2] / np.sqrt(omega + 1)
    v = (ONE - slash(omega, -p))[:, 2:] / np.sqrt(omega + 1)
    return u, v


def spin_parts(matrix, beta, phat):
    u, v = rest_spinors(beta, phat)
    m = u.conj().T @ G0 @ matrix @ v
    return np.trace(m) / 2, np.array([np.trace(s @ m) / 2 for s in SIGMA])


def spin_sum(beta, phat, e1, e2):
    """Sum of |M|^2 with spinors from diagonalizing the Dirac Hamiltonian."""
    omega = 1 / np.sqrt(1 - beta**2)
    p = beta * omega * phat
    hamiltonian = G0 @ np.tensordot(p, GAMMA, axes=1) + G0
    vectors = np.linalg.eigh(hamiltonian)[1] * np.sqrt(2 * omega)
    v, u = vectors[:, :2], vectors[:, 2:]
    m = u.conj().T @ G0 @ sum(diagrams(beta, phat, e1, e2)) @ v
    return np.sum(abs(m)**2)


nodes, node_weights = np.polynomial.legendre.leggauss(16)
DIRECTIONS, WEIGHTS = [], []          # weights give an angular average
for cos_t, w in zip(nodes, node_weights):
    for azimuth in 2 * np.pi * (np.arange(8) + 0.5) / 8:
        sin_t = np.sqrt(1 - cos_t**2)
        DIRECTIONS.append([sin_t * np.cos(azimuth),
                           sin_t * np.sin(azimuth), cos_t])
        WEIGHTS.append(w / 16)
DIRECTIONS, WEIGHTS = np.array(DIRECTIONS), np.array(WEIGHTS)


def flux_factor(beta):
    return 4 * np.pi * beta * (1 - beta**2) / 16


def cross_section(beta, e1, e2):
    values = [spin_sum(beta, d, e1, e2) for d in DIRECTIONS]
    return flux_factor(beta) * (WEIGHTS @ np.array(values))


def all_parts(beta, e1, e2):
    parts = [spin_parts(sum(diagrams(beta, d, e1, e2)), beta, d)
             for d in DIRECTIONS]
    return np.array([a for a, b in parts]), np.array([b for a, b in parts])


# Exact reduced amplitude against the diagrams, random kinematics
rng = np.random.default_rng(4)
worst_amplitude = worst_overlap = 0.0
for trial in range(100):
    beta = rng.uniform(0.02, 0.9)
    phat = rng.normal(size=3)
    phat /= np.linalg.norm(phat)
    a1, a2 = rng.uniform(0, 2 * np.pi, 2)
    e1 = np.cos(a1) * X + np.sin(a1) * Y
    e2 = np.cos(a2) * X + np.sin(a2) * Y
    omega = 1 / np.sqrt(1 - beta**2)
    p, c = beta * omega * phat, phat @ N
    d, s = e1 @ e2, N @ np.cross(e1, e2)

    def alpha_vector(a):
        return 2 * omega * a - 2 * (p @ a) * p / (omega + 1)

    front = 1 / (omega * (1 - beta**2 * c**2))
    A_formula = -2j * s * front
    B_formula = front * (
        beta * c * (-d * alpha_vector(N) - 2 * s * np.cross(p, N))
        - beta * (phat @ e1) * (1 + beta * c) * alpha_vector(e2)
        - beta * (phat @ e2) * (1 - beta * c) * alpha_vector(e1))
    A, B = spin_parts(sum(diagrams(beta, phat, e1, e2)), beta, phat)
    worst_amplitude = max(worst_amplitude, abs(A - A_formula),
                          np.max(abs(B - B_formula)))
    u, v = rest_spinors(beta, phat)
    worst_overlap = max(worst_overlap, np.max(abs(u.conj().T @ v)))
assert worst_amplitude < 1e-10
assert worst_overlap < 1e-12
print(f"largest error of reduced amplitude (units e^2): {worst_amplitude:.1e}")
print(f"largest overlap u^dagger v (units m): {worst_overlap:.1e}")

# Threshold: how the two diagrams combine
some_direction = np.array([0.6, 0.0, 0.8])
par1, par2 = [spin_parts(m, 0.0, some_direction)
              for m in diagrams(0.0, some_direction, X, X)]
perp1, perp2 = [spin_parts(m, 0.0, some_direction)
                for m in diagrams(0.0, some_direction, X, Y)]
assert np.allclose(par1[1], -N) and np.allclose(par2[1], N)
assert abs(par1[0]) < 1e-12 and abs(par2[0]) < 1e-12
assert np.isclose(perp1[0], -1j) and np.isclose(perp2[0], -1j)
assert np.allclose(perp1[1] + perp2[1], 0)
print("threshold amplitudes, diagram 1, diagram 2, sum (units e^2):")
print(f"  parallel, triplet along n: {par1[1][2].real:.3f}, "
      f"{par2[1][2].real:.3f}, {(par1[1] + par2[1])[2].real + 0.0:.3f}")
print(f"  perpendicular, singlet (imaginary part): {perp1[0].imag:.3f}, "
      f"{perp2[0].imag:.3f}, {(perp1[0] + perp2[0]).imag:.3f}")

# P-wave content obtained by projecting the full triplet amplitude
small = 1e-3
print("P-wave weights, angular average of |T.phat|^2 (3P0, 3P1, 3P2):")
for name, second, expected in (("parallel", X, (1, 0, 2 / 3)),
                               ("perpendicular", Y, (0, 0, 2 / 3))):
    A_all, B_all = all_parts(small, X, second)
    T = -3 * np.einsum('a,ai,aj->ij', WEIGHTS, DIRECTIONS, B_all) / (2 * small)
    scalar = np.trace(T) / 3
    antisymmetric = (T - T.T) / 2
    tensor = (T + T.T) / 2 - scalar * np.eye(3)
    weights_J = [abs(scalar)**2, np.sum(abs(antisymmetric)**2) / 3,
                 np.sum(abs(tensor)**2) / 3]
    assert np.allclose(weights_J, expected, atol=2e-5)
    assert abs(tensor[2, 2]) < 2e-5       # no J_z = 0 part of 3P2
    assert np.max(abs(tensor[2, :2])) < 2e-5   # no J_z = +-1 part
    print(f"  {name}: " + ", ".join(f"{w:.4f}" for w in weights_J))

# Power laws and coefficients from the integrated Feynman amplitudes
b1, b2 = 0.005, 0.01
perp = [cross_section(b, X, Y) for b in (b1, b2)]
para = [cross_section(b, X, X) for b in (b1, b2)]
slope_perp = np.log(perp[1] / perp[0]) / np.log(b2 / b1)
slope_para = np.log(para[1] / para[0]) / np.log(b2 / b1)
assert abs(slope_perp - 1) < 1e-3 and abs(slope_para - 3) < 1e-3
assert abs(perp[0] / (2 * np.pi * b1) - 1) < 1e-4
assert abs(para[0] / (10 * np.pi * b1**3 / 3) - 1) < 2e-4
correction = (perp[1] / (2 * np.pi * b2) - 1) / b2**2
assert abs(correction + 2 / 3) < 1e-3
print(f"speeds used for the power laws (units c): {b1}, {b2}")
print(f"power of beta, perpendicular: {slope_perp:.4f}")
print(f"power of beta, parallel: {slope_para:.4f}")
print(f"relative beta^2 correction, perpendicular: {correction:.4f}")

# Angular patterns
isotropy = [spin_sum(small, d, X, Y) for d in (X, Y, N, some_direction)]
assert np.ptp(isotropy) / np.mean(isotropy) < 1e-4
pattern = [spin_sum(small, d, X, X) / (8 * small**2) for d in (N, X, Y)]
assert np.allclose(pattern, [1, 4, 0], atol=2e-5)
for test_direction in DIRECTIONS[::9]:
    value = spin_sum(small, test_direction, X, X) / (8 * small**2)
    assert abs(value - test_direction[2]**2 - 4 * test_direction[0]**2) < 1e-4
for b in (0.2, 0.6, 0.9):
    assert spin_sum(b, Y, X, X) < 1e-20
print("parallel pattern along n, e, b (relative): "
      + ", ".join(f"{w:.3f}" for w in pattern))

# Table, with the unpolarized Breit-Wheeler formula as normalization check
print("beta | sigma_perp | sigma_par (units r_e^2) | par/perp | 5 beta^2/3")
for b in (0.05, 0.1, 0.2, 0.4):
    s_perp, s_par = cross_section(b, X, Y), cross_section(b, X, X)
    log_term = np.log((1 + b) / (1 - b))
    unpolarized = np.pi / 2 * (1 - b**2) * ((3 - b**4) * log_term
                                            - 2 * b * (2 - b**2))
    assert abs((s_perp + s_par) / 2 / unpolarized - 1) < 1e-8
    print(f"  {b:.2f} | {s_perp:.5f} | {s_par:.6f} | {s_par / s_perp:.5f}"
          f" | {5 * b**2 / 3:.5f}")

# Worked example
beta = 0.2
omega = 1 / np.sqrt(1 - beta**2)
mc2_keV = const.m_e * const.c**2 / const.e / 1e3
r_e = const.physical_constants['classical electron radius'][0]
millibarn = r_e**2 / 1e-31
s_perp, s_par = cross_section(beta, X, Y), cross_section(beta, X, X)
A_all, B_all = all_parts(beta, X, Y)
singlet = flux_factor(beta) * 2 * (WEIGHTS @ abs(A_all)**2)
triplet = flux_factor(beta) * 2 * (WEIGHTS @ np.sum(abs(B_all)**2, axis=1))
s_wave_share = abs(WEIGHTS @ A_all)**2 / (WEIGHTS @ abs(A_all)**2)
closed_singlet = np.pi * (1 - beta**2) * (
    beta + (1 - beta**2) / 2 * np.log((1 + beta) / (1 - beta)))
assert abs(singlet / closed_singlet - 1) < 1e-10
assert abs((singlet + triplet) / s_perp - 1) < 1e-10
A_par, B_par = all_parts(beta, X, X)
assert np.max(abs(A_par)) < 1e-12
print(f"example: beta = {beta}")
print(f"photon energy: {omega:.5f} mc^2 = {omega * mc2_keV:.2f} keV")
print(f"kinetic energy per lepton: {omega - 1:.5f} mc^2")
print(f"r_e^2: {millibarn:.3f} mb")
print(f"sigma perpendicular: {s_perp:.5f} r_e^2 = {s_perp * millibarn:.2f} mb")
print(f"  singlet part: {singlet:.5f} r_e^2")
print(f"  triplet part: {triplet:.5f} r_e^2")
print(f"  S-wave share of singlet part: {s_wave_share:.6f}")
print(f"  leading formula 2 pi beta: {2 * np.pi * beta:.5f} r_e^2")
print(f"  with beta^2 correction: "
      f"{2 * np.pi * beta * (1 - 2 * beta**2 / 3):.5f} r_e^2")
print(f"sigma parallel: {s_par:.5f} r_e^2 = {s_par * millibarn:.3f} mb")
print(f"  leading formula 10 pi beta^3/3: "
      f"{10 * np.pi * beta**3 / 3:.5f} r_e^2")
print(f"ratio perpendicular/parallel: {s_perp / s_par:.3f}")
print(f"Coulomb parameter pi alpha/beta: {np.pi * const.alpha / beta:.4f}")
print("all tests passed")
```

Printed output:

```
largest error of reduced amplitude (units e^2): 1.1e-15
largest overlap u^dagger v (units m): 1.0e-16
threshold amplitudes, diagram 1, diagram 2, sum (units e^2):
  parallel, triplet along n: -1.000, 1.000, 0.000
  perpendicular, singlet (imaginary part): -1.000, -1.000, -2.000
P-wave weights, angular average of |T.phat|^2 (3P0, 3P1, 3P2):
  parallel: 1.0000, 0.0000, 0.6667
  perpendicular: 0.0000, 0.0000, 0.6667
speeds used for the power laws (units c): 0.005, 0.01
power of beta, perpendicular: 0.9999
power of beta, parallel: 2.9999
relative beta^2 correction, perpendicular: -0.6667
parallel pattern along n, e, b (relative): 1.000, 4.000, 0.000
beta | sigma_perp | sigma_par (units r_e^2) | par/perp | 5 beta^2/3
  0.05 | 0.31363 | 0.001305 | 0.00416 | 0.00417
  0.10 | 0.62410 | 0.010347 | 0.01658 | 0.01667
  0.20 | 1.22233 | 0.079784 | 0.06527 | 0.06667
  0.40 | 2.22084 | 0.545305 | 0.24554 | 0.26667
example: beta = 0.2
photon energy: 1.02062 mc^2 = 521.54 keV
kinetic energy per lepton: 0.02062 mc^2
r_e^2: 79.408 mb
sigma perpendicular: 1.22233 r_e^2 = 97.06 mb
  singlet part: 1.19016 r_e^2
  triplet part: 0.03218 r_e^2
  S-wave share of singlet part: 0.999852
  leading formula 2 pi beta: 1.25664 r_e^2
  with beta^2 correction: 1.22313 r_e^2
sigma parallel: 0.07978 r_e^2 = 6.335 mb
  leading formula 10 pi beta^3/3: 0.08378 r_e^2
ratio perpendicular/parallel: 15.321
Coulomb parameter pi alpha/beta: 0.1146
all tests passed
```
